# Zero-Point H/D Rate Ratio for a Lost O-H Stretch

## Problem

In a phenolic resist film, a proton leaves an oxygen atom in the rate-limiting step of a reaction. The O-H stretch of the reactant lies at 3400 cm$^{-1}$, and its restoring force is wholly lost at the transition state. The same reaction is run with deuterium in place of the transferring proton, at room temperature (298 K) and at a post-exposure bake temperature (383 K).

Treat the stretch as harmonic. Assume that all other isotope-sensitive modes are the same in the reactant and at the transition state, and that there is no tunnelling.

(a) Derive the rate ratio $S=k_H/k_D$ and its zero-point form.

(b) Evaluate it at both temperatures with the oxygen held fixed. Find the difference of the activation energies.

(c) Let the oxygen recoil. How do the ratios change?

(d) Estimate how far anharmonicity, a mode of the transition state, tunnelling and slow transport can move the result.

Atomic masses are $m_H=1.00783$ u, $m_D=2.01410$ u and $m_O=15.995$ u.

## Solution

### (a) The rate ratio

The electronic energy as a function of the nuclear positions does not depend on the nuclear masses (Born-Oppenheimer approximation). Both isotopes therefore have the same force constant $K$ and the same potential barrier $V$, measured from the bottom of the reactant well to the top of the pass. With effective mass $\mu$, the wavenumber of the stretch is

$$\nu=\frac{1}{2\pi c}\sqrt{\frac{K}{\mu}},\qquad\text{so}\qquad \nu_D=\frac{\nu_H}{\sqrt r},\quad r=\frac{\mu_D}{\mu_H}.$$

Transition-state theory gives the rate constant

$$k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}\,e^{-V/k_BT}.$$

Here $Q$ is the partition function of the reactant. $Q^\ddagger$ is that of the transition state without the reaction coordinate, whose motion is already counted in the factor $k_BT/h$. The lost stretch has become the reaction coordinate, so it appears in $Q$ but not in $Q^\ddagger$. By assumption the other modes contribute the same isotope factor to $Q$ and to $Q^\ddagger$, and this factor cancels. What remains is $S=Q_D/Q_H$, with $Q$ now the partition function of the stretch alone.

The levels above the well bottom are $(n+\tfrac12)hc\nu$. With $u=hc\nu/k_BT$, the geometric series gives

$$Q=\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)}.$$

Hence

$$S=\frac{\sinh(u_H/2)}{\sinh(u_D/2)}=e^{(u_H-u_D)/2}\,\frac{1-e^{-u_H}}{1-e^{-u_D}}.$$

If both $u$ are large, the last fraction is close to 1. Then

$$S\simeq e^{\Delta/k_BT},\qquad \Delta=\frac{hc}{2}(\nu_H-\nu_D)=\frac{hc\,\nu_H}{2}\left(1-\frac{1}{\sqrt r}\right).$$

The meaning is simple. In the reactant well, H starts higher than D by $\Delta$. At the transition state this difference is gone, so D has to climb higher by $\Delta$.

In the opposite, formal limit $k_BT\gg hc\nu_H$, $\sinh x\to x$ gives $S\to u_H/u_D=\sqrt r$. The zero-point form would give 1. The remaining factor is classical: the lighter particle oscillates faster and tries the barrier more often.

### (b) Oxygen fixed

If the oxygen does not move, the effective mass is that of the hydrogen isotope, and

$$r=\frac{m_D}{m_H}=1.9985,\qquad \sqrt r=1.4137,\qquad \nu_D=\frac{3400}{1.4137}=2405\ \text{cm}^{-1}.$$

The zero-point difference is

$$\frac{\Delta}{hc}=\frac{3400-2405.1}{2}=497.5\ \text{cm}^{-1},$$

or 61.7 meV. The thermal energy $k_BT/hc$ is 207.12 cm$^{-1}$ at 298 K and 266.20 cm$^{-1}$ at 383 K. Therefore

$$S(298\ \text{K})=e^{497.5/207.12}=e^{2.402}=11.0,$$

$$S(383\ \text{K})=e^{497.5/266.20}=e^{1.869}=6.5.$$

The neglected fraction matters little. Its largest term is $e^{-u_D}$ at 383 K, where $u_D=2405.1/266.20=9.03$ and $e^{-9.03}\approx1.2\times10^{-4}$. Boltzmann sums over numerically diagonalized levels give 11.043 and 6.481, against 11.043 and 6.480 from the zero-point form.

Since $\Delta$ does not depend on temperature, $\ln S$ is proportional to $1/T$, and

$$S(T_2)=S(T_1)^{T_1/T_2}.$$

With $298/383=0.778$, this takes 11.04 directly to 6.48. The activation energy is $E_a=-k_B\,d\ln k/d(1/T)$, so

$$E_{a,D}-E_{a,H}=k_B\frac{d\ln S}{d(1/T)}=\Delta=61.7\ \text{meV}.$$

### (c) Oxygen recoiling

A free oxygen moves against the hydrogen. Let $x$ be the change in bond length. The force $-Kx$ accelerates the hydrogen by $-Kx/m$ and the oxygen by $+Kx/m_O$, so

$$\ddot x=-K\left(\frac1m+\frac1{m_O}\right)x=-\frac{K}{\mu}x,\qquad \mu=\frac{m\,m_O}{m+m_O}.$$

The ratio of effective masses becomes

$$r=\frac{m_D}{m_H}\,\frac{m_O+m_H}{m_O+m_D}=1.9985\times\frac{17.003}{18.009}=1.887.$$

It is smaller because the oxygen carries more of the motion when its partner is heavier. Now $\nu_D=2475$ cm$^{-1}$ and $\Delta/hc=462.4$ cm$^{-1}$, which gives

$$S=9.3\ \text{at 298 K},\qquad S=5.7\ \text{at 383 K}.$$

The pair 11 and 6.5 thus belongs to a fixed oxygen.

In a phenol the oxygen is neither fixed nor free, but bonded to carbon. As a simple model, tie it to a rigid wall by a spring $k_w=600$ N/m, a rough value for a C-O single bond, with wall, O and H on one line. For a hydrogen isotope of mass $m$, the angular frequencies obey

$$(k_w+K-m_O\omega^2)(K-m\omega^2)=K^2.$$

Write $A=k_w-m_O\omega^2$ and $B=m\omega^2$. Then $(A+K)(K-B)=K^2$ reduces to $K(A-B)=AB$, because $K^2$ cancels. Requiring a mode at $\omega_0=2\pi c\nu_H$ for H fixes the O-H spring:

$$K=\frac{m_H\omega_0^2\,(k_w-m_O\omega_0^2)}{k_w-(m_O+m_H)\omega_0^2}.$$

For $k_w\to0$ this is $\mu_H\omega_0^2$, the free case; for $k_w\to\infty$ it is $m_H\omega_0^2$, the fixed case. The passage between the two is not smooth. For $k_w$ between $m_O\omega_0^2$ and $(m_O+m_H)\omega_0^2$, about $1.09\times10^4$ to $1.16\times10^4$ N/m, the expression is negative, with a pole at the upper end, and no spring puts a mode at $\omega_0$. Above that range the mode at $\omega_0$ is the lower of the two.

The frequency equation is quadratic in $\omega^2$. Its roots have the sum $K/\mu+k_w/m_O$ and the product $k_wK/(m_Om)$. From $(\omega_1+\omega_2)^2=\omega_1^2+\omega_2^2+2\omega_1\omega_2$,

$$\Omega\equiv\omega_1+\omega_2=\left[\frac K\mu+\frac{k_w}{m_O}+2\sqrt{\frac{k_wK}{m_Om}}\right]^{1/2}.$$

When the O-H spring is gone, one vibration remains, at $\sqrt{k_w/m_O}$. It contains no hydrogen mass and cancels between the isotopes. In the zero-point form, therefore,

$$S\simeq\exp\left[\frac{\hbar(\Omega_H-\Omega_D)}{2k_BT}\right].$$

The result is 9.6 at 298 K and 5.8 at 383 K, much nearer to the free oxygen than to the fixed one. This ratio goes beyond the assumption that the other modes are unchanged. The O-D stretch of the chain lies at 2487 cm$^{-1}$, above the free value, so the stretch alone gives 9.1 and 5.6, slightly below the free-oxygen ratios. The rise comes from the lower mode, at 773 cm$^{-1}$ for H and 747 cm$^{-1}$ for D, which loses its isotope dependence when the O-H spring is gone and supplies factors of 1.06 and 1.05. A real C-O-H group is bent, so its C-O spring resists motion along the O-H bond less than in this straight chain; with the same two springs at an angle of 109° and no bending force the ratios are 9.35 and 5.69, so the small rise above the free-oxygen values should not be taken literally. Thermal excitation of the lower mode, near 770 cm$^{-1}$ for H, is neglected here; at this $k_w$ it would raise the ratios by less than 1 %, and by up to 3 % for a very soft spring. The C-O spring is too soft to hold the oxygen still at the O-H frequency: $m_O\omega_0^2$ is about $1.1\times10^4$ N/m, far above 600 N/m.

### (d) What the model leaves out

Each effect is taken alone, starting from the fixed-oxygen values. The estimates are not to be multiplied into a prediction.

**Anharmonicity.** In a Morse well of depth $D_e$, the levels divided by $hc$ are $\nu_e(n+\tfrac12)-X(n+\tfrac12)^2$, with $X=hc\,\nu_e^2/4D_e$. Take $X=85$ cm$^{-1}$ for O-H, a rough value. The fundamental is $\nu_e-2X$; keeping it at 3400 cm$^{-1}$ requires $\nu_e=3570$ cm$^{-1}$. Since $\nu_e\propto\mu^{-1/2}$ and $X\propto\mu^{-1}$,

$$\frac{\Delta}{hc}=\frac{\nu_e}{2}\left(1-\frac1{\sqrt r}\right)-\frac X4\left(1-\frac1r\right)=522.3-10.6=511.7\ \text{cm}^{-1}.$$

The ratios rise to 11.8 and 6.8, as diagonalization of the Morse well also gives. The reason is that 3400 cm$^{-1}$, read as a measured fundamental, understates the harmonic wavenumber.

**A mode of the transition state.** Suppose that the transition state has an extra vibration at 1000 cm$^{-1}$ for H in which the hydrogen carries the motion. It enters $Q^\ddagger$ and multiplies $S$ by

$$\frac{Q^\ddagger_H}{Q^\ddagger_D}=\frac{\sinh(u'_D/2)}{\sinh(u'_H/2)},$$

where $u'$ belongs to this mode. The factor is 0.481 at 298 K and 0.550 at 383 K, and the ratios fall to 5.3 and 3.6. Conversely, losing a reactant bend of this wavenumber would multiply $S$ by the reciprocal factor, about 2.1 at 298 K. The stretch alone therefore sets no upper limit on the ratio.

**Tunnelling.** Take the barrier $V_0/\cosh^2(x/a)$ with $V_0=0.50$ eV. Near its top it is $V_0(1-x^2/a^2)$, so its curvature has magnitude $2V_0/a^2=m_H\omega_b^2$. An imaginary wavenumber of magnitude 1000 cm$^{-1}$ for H gives $a=0.052$ nm. Height and curvature are rough choices, and D meets the same barrier. The transmission of this Eckart barrier is

$$P(E)=\frac{\sinh^2(\pi qa)}{\sinh^2(\pi qa)+\cosh^2\!\left(\frac\pi2\sqrt{8mV_0a^2/\hbar^2-1}\right)},\qquad q=\frac{\sqrt{2mE}}{\hbar}.$$

This standard formula was tested by direct integration of the Schrödinger equation at $E=0.90V_0$ and $1.05V_0$ for both isotopes; the two agreed within a relative $10^{-4}$. Classically $P$ is 0 below $V_0$ and 1 above it, and the thermal average is $e^{-V_0/k_BT}$. The tunnelling factor is the quantum average divided by this:

$$\kappa=e^{V_0/k_BT}\int_0^\infty P(E)\,e^{-E/k_BT}\,\frac{dE}{k_BT}.$$

At 298 K it is 3.11 for H and 1.71 for D, which multiplies $S$ by 1.82 and brings it to about 20. At 383 K the factor is 1.40, and $S$ becomes about 9. These values depend little on the height (19 to 21 at 298 K for $V_0$ from 0.3 to 1.0 eV at the same curvature) but strongly on the curvature: 800 cm$^{-1}$ gives about 16 and 8, and 1500 cm$^{-1}$ gives about 48 and 14. The simple temperature law then fails: it would take 20 to $20^{0.778}\approx10.3$.

**Slow transport.** Let an isotope-independent transport step with rate constant $k_t$ precede the transfer, with no return. The mean times add, so the overall rate constant is $(1/k_t+1/k)^{-1}$. With $b=k_H/k_t$,

$$S_{\text{obs}}=\frac{1/k_t+1/k_D}{1/k_t+1/k_H}=\frac{b+S}{b+1},$$

after multiplying numerator and denominator by $k_H$. For $b=1$, held at both temperatures, the ratios are 6.0 and 3.7. For $b\gg S$ the isotope effect disappears. A small observed ratio is thus no proof that the O-H bond is still partly intact at the transition state.

### The real resist

Both 3400 cm$^{-1}$, for a hydrogen-bonded phenolic O-H, and a bake near 383 K (110 °C) are rough typical values. For such a group the recoil results, roughly 9 to 10 falling to between 5.5 and 6, are better harmonic zero-point estimates than the fixed-oxygen pair. If 3400 cm$^{-1}$ is read as a fundamental, a Morse well with a free oxygen raises them to 9.9 and 6.0 for $X=85$ cm$^{-1}$, and to 10.5 and 6.2 for $X=160$ cm$^{-1}$. They apply only if the neutral phenol itself gives up the proton. In acid-catalysed deprotection the donor is a strong acid or a protonated group, whose O-H stretch can lie much lower. With a stretch at 2500 cm$^{-1}$, for example, the free-oxygen ratios would be only 5.2 and 3.6. The assumption most open to doubt is that proton transfer limits the rate. In acid-catalysed deprotection, the proton may be transferred in a fast equilibrium before a slower bond cleavage. The lost-stretch formula then does not apply. If the isotope-sensitive modes are equally stiff before the transfer and at the later transition state, their zero-point contribution to the ratio is 1 instead of about 6 at the bake temperature. If the proton is bound more stiffly after the transfer, the ratio falls below 1: a stretch that goes from 2500 to 3400 cm$^{-1}$, with free-oxygen masses, gives 0.55 at 298 K and 0.63 at 383 K.

## Computed values

```
Pairs are for 298 K, 383 K; ratios have no unit
temperatures (K): 298, 383
O-H stretch: 3400 cm^-1
mass of H: 1.00783 u
mass of D: 2.01410 u
mass of O: 15.995 u
r, oxygen fixed: 1.9985
sqrt(r), oxygen fixed: 1.4137
O-D stretch, oxygen fixed: 2405.1 cm^-1
zero-point difference: 497.5 cm^-1
zero-point difference: 61.68 meV
activation difference from slope: 61.66 meV
k_B T (cm^-1): 207.12, 266.20
exponent, oxygen fixed: 2.4018, 1.8687
H/D ratio, formula, oxygen fixed: 11.043, 6.480
H/D ratio, Boltzmann sums: 11.043, 6.481
383 K ratio scaled from 298 K: 6.480
r, oxygen free: 1.8868
O-D stretch, oxygen free: 2475.2 cm^-1
H/D ratio, oxygen free: 9.32, 5.68
C-O spring: 600 N/m
H/D ratio, oxygen on C-O spring: 9.64, 5.83
Morse anharmonicity: 85 cm^-1
Morse harmonic wavenumber: 3570 cm^-1
Morse depth: 4.65 eV
H/D ratio, Morse, oxygen fixed: 11.83, 6.84
added transition-state mode: 1000 cm^-1
factor from that mode: 0.481, 0.550
H/D ratio with that mode: 5.31, 3.56
Eckart barrier height: 0.50 eV
Eckart barrier wavenumber, H: 1000i cm^-1
Eckart width parameter: 0.0519 nm
tunnelling factor, H: 3.11, 1.93
tunnelling factor, D: 1.71, 1.38
tunnelling factor, H over D: 1.82, 1.40
H/D ratio with tunnelling: 20.05, 9.06
k_H / k_transport: 1.0
H/D ratio masked by transport: 6.02, 3.74
```
